# Piezoelectric acoustic mobility in nondegenerate GaAs: angle-averaged coupling and temperature law: a numerical check

```python
"""Piezoelectric acoustic mobility of nondegenerate zincblende electrons.

Result under test (Hartree atomic units, temperature T as an energy):
  mu = 16 sqrt(2 pi) eps^2 / (3 e14^2 K m^(3/2) sqrt(T)),
  K  = 12/(35 c_l) + 16/(35 c_t),  eps = kappa/(4 pi).
m: electron mass; kappa: relative permittivity; e14: piezoelectric constant;
c_l, c_t: longitudinal and transverse stiffness; rho: mass density.
Assumed: parabolic valley, isotropic elasticity, equipartition,
quasi-elastic collisions, no screening. The parameters are round model values.
"""
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

mass, kappa, e14 = 0.07, 13.0, 0.003
c_l, c_t, rho, density = 0.005, 0.002, 900.0, 1e-12
eps = kappa / (4 * np.pi)
kelvin = const.physical_constants["kelvin-hartree relationship"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
mobility_unit = const.e * time_unit / const.m_e * 1e4  # cm^2/(V s)


def sphere_grid(n_cos, n_azimuth, hemisphere=False):
    """Unit vectors and weights whose sum is one."""
    z, w = np.polynomial.legendre.leggauss(n_cos)
    if hemisphere:
        z = (z + 1) / 2
    angle = 2 * np.pi * (np.arange(n_azimuth) + 0.5) / n_azimuth
    zz, aa = np.meshgrid(z, angle, indexing="ij")
    s = np.sqrt(1 - zz**2)
    points = np.stack([s * np.cos(aa), s * np.sin(aa), zz], axis=-1)
    weights = np.repeat(w / 2, n_azimuth) / n_azimuth
    return points.reshape(-1, 3), weights


def around(axes, local):
    """Rotate local vectors so that their z axis lies along each axis."""
    helper = np.where(np.abs(axes[:, 2:3]) < 0.9,
                      np.array([[0., 0., 1.]]), np.array([[1., 0., 0.]]))
    a = np.cross(helper, axes)
    a /= np.linalg.norm(a, axis=1)[:, None]
    b = np.cross(axes, a)
    return (a[:, None] * local[None, :, 0, None]
            + b[:, None] * local[None, :, 1, None]
            + axes[:, None] * local[None, :, 2, None])


piezo = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    piezo[i, j, k] = piezo[i, k, j] = e14


def modes(q_hat):
    """Stiffness and squared dimensionless coupling from wave eigenmodes."""
    matrix = ((c_l - c_t) * q_hat[:, :, None] * q_hat[:, None, :]
              + c_t * np.eye(3))
    stiffness, xi = np.linalg.eigh(matrix)
    strain = 0.5 * (np.einsum("nj,nks->njks", q_hat, xi)
                    + np.einsum("nk,njs->njks", q_hat, xi))
    polarization = np.einsum("ijk,njks->nis", piezo, strain)
    longitudinal = np.einsum("ni,nis->ns", q_hat, polarization)
    return stiffness, (longitudinal / e14)**2


def compliance(q_hat):
    stiffness, squared = modes(q_hat)
    return np.sum(squared / stiffness, axis=1)


# Sphere averages of the mode couplings.
q_grid, q_weight = sphere_grid(16, 32)
_, squared = modes(q_grid)
avg_l = q_weight @ squared[:, 2]
avg_t = q_weight @ (squared[:, 0] + squared[:, 1])
assert abs(avg_l - 12 / 35) < 1e-11
assert abs(avg_t - 16 / 35) < 1e-11
K = 12 / (35 * c_l) + 16 / (35 * c_t)

# Golden-rule momentum relaxation, with explicit initial and final directions.
initial, w_initial = sphere_grid(6, 12)
final_local, w_final = sphere_grid(10, 20)


def angular_data(axes):
    change = around(axes, final_local) - axes[:, None]
    length = np.linalg.norm(change, axis=2)
    unit = (change / length[:, :, None]).reshape(-1, 3)
    return length, compliance(unit).reshape(length.shape)


pair_length, pair_K = angular_data(initial)
momentum_weight = 1 - final_local[:, 2]


def golden_rate(k, temperature):
    integrand = pair_K * momentum_weight / (k * pair_length)**2
    angular = 4 * np.pi * (w_initial @ integrand @ w_final)
    states = mass * k / (2 * np.pi)**3
    return 2*np.pi * (e14/eps)**2 * temperature * states * angular


def formula_rate(k, temperature):
    return (e14/eps)**2 * K * mass * temperature / (2*np.pi*k)


def numerical_mobility(phonon_T, electron_T):
    k_thermal = np.sqrt(2 * mass * electron_T)

    def numerator(s):
        k = s * k_thermal
        return (s**2 * np.exp(-s**2) * (k / mass)**2
                / (3 * electron_T * golden_rate(k, phonon_T)))

    top = quad(numerator, 0, 9, epsabs=0, epsrel=1e-9)[0]
    bottom = quad(lambda s: s**2 * np.exp(-s**2), 0, 9)[0]
    return top / bottom


def formula_mobility(T):
    return (16 * np.sqrt(2*np.pi) * eps**2
            / (3 * e14**2 * K * mass**1.5 * np.sqrt(T)))


temperatures = np.array([50., 100., 200., 300.])
energies = temperatures * kelvin
mobilities = np.array([numerical_mobility(T, T) for T in energies])
for T, value in zip(energies, mobilities):
    k = np.sqrt(2 * mass * T)
    assert abs(golden_rate(k, T) / formula_rate(k, T) - 1) < 1e-9
    assert abs(value / formula_mobility(T) - 1) < 1e-7
exponent = np.log(mobilities[-1] / mobilities[0]) / np.log(6)
cold, hot = energies[0], energies[-1]
phonon_exponent = np.log(numerical_mobility(hot, cold)
                         / mobilities[0]) / np.log(6)
electron_exponent = np.log(numerical_mobility(cold, hot)
                           / mobilities[0]) / np.log(6)
assert abs(exponent + 0.5) < 1e-7
assert abs(phonon_exponent + 1) < 1e-7
assert abs(electron_exponent - 0.5) < 1e-7

# Direction dependence of the unaveraged momentum-loss rate.
special = np.array([[1., 0., 0.], np.ones(3) / np.sqrt(3)])
_, special_K = angular_data(special)
direction_ratio = (special_K @ w_final) / K


# Full angular Boltzmann problem on one energy shell, field along x.
def basis(points, degree):
    x, y, z = np.moveaxis(points, -1, 0)
    return np.stack([x**a * (y*z)**(2*b)
                     for b in range(degree // 4 + 1)
                     for a in range(1, degree - 4*b + 1, 2)], axis=-1)


local_k, w_local = sphere_grid(14, 28, hemisphere=True)
k_hat = around(q_grid, local_k)
projection = local_k[:, 2]
k_reflected = k_hat - 2 * projection[None, :, None] * q_grid[:, None]
kernel = np.pi * (q_weight * compliance(q_grid))[:, None] \
    * (w_local / projection)[None, :]
angular_factor = {}
for degree in (1, 5, 9, 11):
    difference = basis(k_hat, degree) - basis(k_reflected, degree)
    flat = difference.reshape(-1, difference.shape[-1])
    collision = flat.T @ (kernel.reshape(-1, 1) * flat)
    drive = (q_weight * q_grid[:, 0]) @ basis(q_grid, degree)
    relaxation = 3 * drive @ np.linalg.solve(collision, drive)
    angular_factor[degree] = relaxation * 2 * np.pi * K
assert abs(angular_factor[1] - 1) < 1e-9
assert angular_factor[5] > 1
assert abs(angular_factor[11] - angular_factor[9]) < 2e-3


# Momentum loss with Bose occupation and phonon energy exchange retained.
def inelastic_rate(k, T):
    total = 0.0
    for stiffness, coupling in ((c_l, avg_l), (c_t, avg_t)):
        speed = np.sqrt(stiffness / rho)
        shift = mass * speed

        def absorb(q):
            return q * (q/2 - shift) / k / np.expm1(speed*q/T)

        def emit(q):
            return q * (q/2 + shift) / k / (-np.expm1(-speed*q/T))

        integral = (quad(absorb, 0, 2*(k+shift), epsabs=0, epsrel=1e-10)[0]
                    + quad(emit, 0, 2*(k-shift), epsabs=0, epsrel=1e-10)[0])
        total += ((e14/eps)**2 * coupling / (2*rho*speed)
                  * mass / (2*np.pi*k**2) * integral)
    return total


thermal_k = np.sqrt(2 * mass * energies)
inelastic = np.array([inelastic_rate(k, T) / formula_rate(k, T) - 1
                      for k, T in zip(thermal_k, energies)])
assert np.max(np.abs(inelastic)) < 0.01
assert abs(inelastic[0] / inelastic[-1] / 6 - 1) < 0.02

# Total-to-momentum rate ratio with a minimum scattering angle.
cutoffs = [1e-2, 1e-3, 1e-4]
total_ratio = []
for cutoff in cutoffs:
    value = quad(lambda t: np.exp(t) * np.sin(np.exp(t))
                 / (4*np.sin(np.exp(t)/2)**2),
                 np.log(cutoff), np.log(np.pi), epsrel=1e-10)[0]
    assert abs(value + np.log(np.sin(cutoff/2))) < 1e-8
    total_ratio.append(value)

# Static Debye screening and degeneracy at the model density.
screen_change = []
degeneracy = []
for T, k in zip(energies, thermal_k):
    a = 4*np.pi*density / (kappa*T) / (4*k**2)
    factor = quad(lambda s: 2*s**5/(s*s+a)**2, 0, 1,
                  points=[np.sqrt(a)], epsrel=1e-10)[0]
    screen_change.append(factor - 1)
    degeneracy.append(density / (2*(mass*T/(2*np.pi))**1.5))
assert max(np.abs(screen_change)) < 0.01
assert max(degeneracy) < 0.01

print(f"effective mass = {mass:.2f} electron masses")
print(f"relative permittivity = {kappa:.1f}")
print(f"permittivity eps = {eps:.5f} a.u.")
print(f"piezoelectric constant e14 = {e14:.4f} a.u.")
print(f"longitudinal stiffness = {c_l:.4f} a.u.")
print(f"transverse stiffness = {c_t:.4f} a.u.")
print(f"mass density = {rho:.1f} a.u.")
print(f"electron density = {density:.1e} a.u.")
print(f"longitudinal sound speed = {np.sqrt(c_l/rho):.6f} a.u.")
print(f"transverse sound speed = {np.sqrt(c_t/rho):.6f} a.u.")
print(f"average longitudinal coupling = {avg_l:.6f} (no unit)")
print(f"average summed transverse coupling = {avg_t:.6f} (no unit)")
print(f"longitudinal part of K = {avg_l/c_l:.4f} a.u.")
print(f"transverse part of K = {avg_t/c_t:.4f} a.u.")
print(f"K = {K:.4f} a.u.")
print(f"stiffening scale e14^2/(eps c_t) = {e14**2/eps/c_t:.5f} (no unit)")
print(f"mobility conversion: 1 a.u. = {mobility_unit:.6f} cm^2/(V s)")
for n, temperature in enumerate(temperatures):
    T, k = energies[n], thermal_k[n]
    print(f"T = {temperature:.0f} K: thermal energy = {T:.6e} hartree")
    print(f"  k at E=T = {k:.6f} a.u.; tau = {1/golden_rate(k,T):.5e} a.u.")
    print(f"  mobility = {mobilities[n]:.5e} a.u. = "
          f"{mobilities[n]*mobility_unit:.4e} cm^2/(V s)")
    print(f"  largest elastic-limit phonon energy/T = "
          f"{2*k*np.sqrt(c_l/rho)/T:.4f} (no unit)")
    print(f"  inelastic rate change = {100*inelastic[n]:.4f} percent")
    print(f"  screening rate change = {100*screen_change[n]:.4f} percent; "
          f"degeneracy = {degeneracy[n]:.2e} (no unit)")
print(f"mobility exponent = {exponent:.6f} (no unit)")
print(f"phonon-temperature exponent = {phonon_exponent:.6f} (no unit)")
print(f"electron-temperature exponent = {electron_exponent:.6f} (no unit)")
print(f"rate/average for k along [100] = {direction_ratio[0]:.5f} (no unit)")
print(f"rate/average for k along [111] = {direction_ratio[1]:.5f} (no unit)")
for degree, value in angular_factor.items():
    print(f"angular mobility factor, degree {degree} = {value:.6f} (no unit)")
for cutoff, value in zip(cutoffs, total_ratio):
    print(f"total/momentum rate, cutoff {cutoff:.0e} rad = "
          f"{value:.4f} (no unit)")
print("checks complete")
```

Output:

```
effective mass = 0.07 electron masses
relative permittivity = 13.0
permittivity eps = 1.03451 a.u.
piezoelectric constant e14 = 0.0030 a.u.
longitudinal stiffness = 0.0050 a.u.
transverse stiffness = 0.0020 a.u.
mass density = 900.0 a.u.
electron density = 1.0e-12 a.u.
longitudinal sound speed = 0.002357 a.u.
transverse sound speed = 0.001491 a.u.
average longitudinal coupling = 0.342857 (no unit)
average summed transverse coupling = 0.457143 (no unit)
longitudinal part of K = 68.5714 a.u.
transverse part of K = 228.5714 a.u.
K = 297.1429 a.u.
stiffening scale e14^2/(eps c_t) = 0.00435 (no unit)
mobility conversion: 1 a.u. = 0.042544 cm^2/(V s)
T = 50 K: thermal energy = 1.583406e-04 hartree
  k at E=T = 0.004708 a.u.; tau = 1.06809e+06 a.u.
  mobility = 2.29564e+07 a.u. = 9.7665e+05 cm^2/(V s)
  largest elastic-limit phonon energy/T = 0.1402 (no unit)
  inelastic rate change = -0.1542 percent
  screening rate change = -0.1251 percent; degeneracy = 2.13e-04 (no unit)
T = 100 K: thermal energy = 3.166812e-04 hartree
  k at E=T = 0.006658 a.u.; tau = 7.55256e+05 a.u.
  mobility = 1.62327e+07 a.u. = 6.9060e+05 cm^2/(V s)
  largest elastic-limit phonon energy/T = 0.0991 (no unit)
  inelastic rate change = -0.0771 percent
  screening rate change = -0.0360 percent; degeneracy = 7.55e-05 (no unit)
T = 200 K: thermal energy = 6.333623e-04 hartree
  k at E=T = 0.009417 a.u.; tau = 5.34046e+05 a.u.
  mobility = 1.14782e+07 a.u. = 4.8833e+05 cm^2/(V s)
  largest elastic-limit phonon energy/T = 0.0701 (no unit)
  inelastic rate change = -0.0386 percent
  screening rate change = -0.0102 percent; degeneracy = 2.67e-05 (no unit)
T = 300 K: thermal energy = 9.500435e-04 hartree
  k at E=T = 0.011533 a.u.; tau = 4.36047e+05 a.u.
  mobility = 9.37193e+06 a.u. = 3.9872e+05 cm^2/(V s)
  largest elastic-limit phonon energy/T = 0.0572 (no unit)
  inelastic rate change = -0.0257 percent
  screening rate change = -0.0048 percent; degeneracy = 1.45e-05 (no unit)
mobility exponent = -0.500000 (no unit)
phonon-temperature exponent = -1.000000 (no unit)
electron-temperature exponent = 0.500000 (no unit)
rate/average for k along [100] = 1.02364 (no unit)
rate/average for k along [111] = 0.97222 (no unit)
angular mobility factor, degree 1 = 1.000000 (no unit)
angular mobility factor, degree 5 = 1.001855 (no unit)
angular mobility factor, degree 9 = 1.001938 (no unit)
angular mobility factor, degree 11 = 1.001938 (no unit)
total/momentum rate, cutoff 1e-02 rad = 5.2983 (no unit)
total/momentum rate, cutoff 1e-03 rad = 7.6009 (no unit)
total/momentum rate, cutoff 1e-04 rad = 9.9035 (no unit)
checks complete
```
